# Critical conductance and Kirchhoff conductance of a random hopping network

A linear solver can return a wrong conductance for a hopping network, and without any warning if it does not estimate the condition number. Take two nodes joined by a bond of conductance 1. Connect one to the source and the other to the drain, each by a bond $w=3\times10^{-16}$. The conductance is $1/(2/w+1)\approx1.5\times10^{-16}$, but the ordinary node equations, solved in double precision by LU factorisation, give 1.35 times this value when the current is taken at the drain and 0.65 times it when taken at the source; other solver routines can give other wrong numbers. Their diagonal entry is $1+w$. Double-precision numbers just above 1 are spaced by $2.2\times10^{-16}$, so $w$ is stored with an error of about a quarter. Hopping networks can contain such pairs when their bonds spread over enough decades.

Two algorithms deal with this. Sorted insertion finds the critical conductance $g_c$, a first estimate of the answer, by comparisons alone. An elimination without subtractions then gives the full conductance $G$. Rigorous bounds connect the two.

## The network

Sites $i$ have energies $E_i$ and hold at most one carrier. Spin and carrier interactions are left out, apart from the ban on double occupation. The hop rate from $i$ to $j$ is

$$\Gamma_{ij}=\nu_0\exp\!\left[-\frac{2r_{ij}}{a}-\frac{\max(0,E_j-E_i)}{kT}\right],$$

with distance $r_{ij}$ and localisation length $a$. Since $\max(0,x)-\max(0,-x)=x$, it obeys $\Gamma_{ij}/\Gamma_{ji}=e^{-(E_j-E_i)/kT}$.

In mean field, joint occupations are replaced by products of the mean occupations $f_i$. The net particle flow is

$$J_{ij}=f_i(1-f_j)\Gamma_{ij}-f_j(1-f_i)\Gamma_{ji}.$$

Give each site an electrochemical potential $\mu_i$ through $f_i/(1-f_i)=e^{-(E_i-\mu_i)/kT}$. The ratio of the second term to the first is then

$$e^{[-(E_j-\mu_j)+(E_i-\mu_i)+(E_j-E_i)]/kT}=e^{-(\mu_i-\mu_j)/kT},$$

so that

$$J_{ij}=f_i(1-f_j)\Gamma_{ij}\left[1-e^{-(\mu_i-\mu_j)/kT}\right].$$

At small bias the bracket is $(\mu_i-\mu_j)/kT$. The prefactor may take its equilibrium value, because its change multiplies a bracket that is already of first order. For the same reason the electrostatic shift of the $E_i$ drops out. The carrier charge enters twice, once in the current and once in the voltage $(\mu_i-\mu_j)/e$, so its sign cancels. The bond conductance is

$$g_{ij}=\frac{e^2}{kT}f_i(1-f_j)\Gamma_{ij},$$

evaluated at the common Fermi level $\mu$. Detailed balance makes it symmetric.

This was tested on eight sites near the corners of a 1 nm cube, with contacts 3 nm apart. The slope of the nonlinear mean-field current at $\pm0.1$ mV agreed with the network conductance to a relative $10^{-4}$, both with a linear electrostatic profile and with none.

For interpretation, put $x_i=(E_i-\mu)/kT$ and write

$$f_i=\frac{e^{-\max(x_i,0)}}{1+e^{-|x_i|}},\qquad 1-f_j=\frac{e^{-\max(-x_j,0)}}{1+e^{-|x_j|}}.$$

With $\max(x,0)=(x+|x|)/2$, the linear terms cancel in the sum of the three exponents:

$$\max(x_i,0)+\max(-x_j,0)+\max(0,x_j-x_i)=\tfrac12\left(|x_i|+|x_j|+|x_i-x_j|\right).$$

Each denominator lies between 1 and 2. Hence $g_{ij}$ lies between $\tfrac14$ and 1 times $g_0e^{-2r_{ij}/a-\varepsilon_{ij}/kT}$, where $g_0=e^2\nu_0/kT$ and $\varepsilon_{ij}$ is $kT$ times the right-hand side. If both sites lie on the same side of $\mu$, $\varepsilon_{ij}$ is the larger of the two distances from $\mu$. If they lie on opposite sides, it is $|E_i-E_j|$.

## Sorted insertion

All sites of one contact form one node: node 0 is the source, node 1 the drain.

```
sort bonds by ln g, largest first
every node is its own cluster
for each bond (p, q, g):
    if find(p) == find(q): continue
    store the bond as a tree link
    if it joins the clusters of 0 and 1:
        S  = nodes now in the cluster of 0
        gc = g; stop
    union(p, q)
path = tree path from 0 to 1
```

A skipped bond is counted as inserted too, since its ends already lie in one cluster and it changes no connection. Before the last insertion, the inserted bonds do not connect source to drain. Every connecting path therefore contains a bond not yet inserted, whose conductance is at most $g_c$. After the insertion there is a path whose bonds all have $g\ge g_c$. Therefore

$$g_c=\max_{\text{paths}}\ \min_{\text{bonds on path}} g .$$

An all-pairs max-min path calculation on a separate 96-site network gave the same value.

If the loop ends without a connection, the network as supplied is disconnected and $G=0$. Equal conductances leave the value of $g_c$ unchanged, though the path and $S$ may then depend on the order of sorting. The sort needs only logarithms, so underflow cannot disturb it.

## Bounds on the full conductance

Let $v_0=1$, $v_1=0$, and consider the dissipated power

$$P[v]=\tfrac12\sum_{i,j}g_{ij}(v_i-v_j)^2 .$$

Setting its derivative with respect to a free $v_i$ to zero gives $\sum_jg_{ij}(v_i-v_j)=0$, which is Kirchhoff's current law. $P$ is a sum of squares with positive weights, so this stationary point is a minimum. Its value follows from the symmetry of $g_{ij}$:

$$P_{\min}=\sum_iv_i\sum_jg_{ij}(v_i-v_j)=v_0I_0=G .$$

Free nodes drop out by the current law and the drain because $v_1=0$; $I_0$ is the source current at unit voltage. Thus $G=\min_vP[v]$.

Raising any $g_{ij}$ raises or preserves $P[v]$ for every $v$, so it cannot lower the minimum. Two bounds follow.

- Delete every bond that is not on the tree path. This cannot raise $G$, and what remains is a series chain.
- Insert the trial potential $v=1$ on $S$ and $v=0$ elsewhere. A trial value cannot lie below the minimum, and here it is the sum of the bonds leaving $S$.

$$\frac{1}{\sum_{\rm path}1/g}\ \le\ G\ \le\ \sum_{\rm cut}g .$$

Path bonds have $g\ge g_c$. Cut bonds have $g\le g_c$, since a larger one would already have been inserted and its far end would belong to $S$. With $L$ path bonds and $M$ cut bonds,

$$\frac{g_c}{L}\le G\le Mg_c .$$

**Wide spread, fixed network.** Write $g_{ij}=g_ce^{su_{ij}}$ and let $s$ grow. The order of the bonds, and hence path and cut, stay the same. Without ties, the critical bond alone has $u=0$, and it belongs to both sets. The bounds become

$$\frac{1}{1+\sum'_{\rm path}e^{-s|u|}}\le\frac{G}{g_c}\le1+\sum'_{\rm cut}e^{-s|u|},$$

where the primes omit the critical bond. Both sides tend to 1. On the 96-site network, $s=1,2,4,8,32$ gave $G/g_c=1.45,\ 0.89,\ 0.79,\ 0.88,\ 0.9996$. The approach is not monotonic: bonds in series push the ratio below 1, and parallel routes push it above.

**Wide film, fixed spread.** Here the ratio diverges. Divide a film of fixed thickness into equal patches and delete the bonds between them. By monotonicity $G\ge\sum_kG_k$, and for statistically independent patches this sum grows in proportion to the area. But $g_c$ cannot exceed $g_0$, since the occupation factors and exponentials are at most 1. So $G/g_c$ grows without limit. For 4 nm films of width 4, 8 and 12 nm, with all other settings of the worked example below held fixed, the mean of $\ln(G/g_c)$ was 0.52, 0.90 and 1.26. Over the same widths the mean of $\ln g_c$ still rose by 1.9, so these films are far from the limit. The drift continues in wider films: from 8 to 48 nm width the mean of $\ln g_c$ rises by about 1.7, while $G$ per unit area stays constant within about 10%. In a wide, thin film $g_c$ follows the rare best path, not the typical conductance per area. It is a rough guide to the exponent of $G$ only when the width is comparable with the thickness, and the prefactor needs the full solution.

**Cooling.** Lowering $T$ is not the same as raising $s$. The tunnelling term stays fixed, so bonds change their order. There are also ties in $\varepsilon_{ij}$: a site above $\mu$ has the same activation energy towards every site between itself and $\mu$. As $T\to0$ such bonds keep a finite ratio, and $G/g_c$ need not tend to 1.

## Elimination without subtraction

Let node $k$ have bonds $g_{kl}$ with sum $S_k=\sum_lg_{kl}$. The current law gives $v_k=\sum_lg_{kl}v_l/S_k$. The current from $i$ into $k$ is

$$g_{ik}(v_i-v_k)=\sum_l\frac{g_{ik}g_{kl}}{S_k}(v_i-v_l),$$

where $v_i$ was written as $\sum_lg_{kl}v_i/S_k$. The rest of the network sees the same currents if $k$ is removed and every pair of its neighbours receives an extra bond:

```
add up parallel bonds between the same two nodes
for k = last node down to 2:
    Sk = sum of g[k][l] over l < k
    if Sk == 0: continue
    for all pairs i < j < k:
        g[i][j] += (g[k][i] / Sk) * g[k][j]
        g[j][i] = g[i][j]
G = g[0][1]
```

An error bound follows from the power principle. $G$ is monotonic in the conductances and scales with them, so changing each of them by at most a relative $\delta$ changes $G$ by at most a relative $\delta$. In the step with $k$ remaining neighbours, the sum of positive terms contributes at most $k-1$ rounding errors. The division, product and addition contribute three more. Each step therefore changes $G$ by at most a relative $(k+2)\epsilon$, with $\epsilon=1.1\times10^{-16}$, to first order. For $n$ free nodes the total is about $n^2\epsilon/2$, which is $1.4\times10^{-11}$ for $n=497$, whatever the spread. Underflow and overflow are excluded, so it is wise to divide all conductances by $g_c$ first.

The actual error can be much smaller. For a 45-site network with all $\ln(g/g_c)$ tripled, the result differed from a 300-digit solution by a relative $1.6\times10^{-15}$.

## Cost and safe truncation

For $N$ sites with all pairs kept there are about $N^2/2$ bonds, and sorting costs $O(N^2\log N)$. Union-find with short-cut paths and union by size adds nearly constant time per bond. Dense elimination needs about $n^3/6$ pair updates, or $2\times10^7$ for $n=497$, and $O(n^2)$ memory.

Long bonds can be omitted from the search for $g_c$ with a guarantee. Because $g_{ij}\le g_0e^{-2r_{ij}/a}$, no bond longer than

$$R=\frac a2\ln\frac{g_0}{g_c}$$

can exceed $g_c$. Run the insertion with a trial cutoff. If the $g_c$ found gives an $R$ below that cutoff, it is the value for the complete network. Otherwise enlarge the cutoff and repeat. For $G$ itself, omitting bonds gives a lower bound.

## Worked example

The film is 8 nm thick and 8 nm × 8 nm wide, periodic sideways, with 1 nm contact slabs whose sites are held at fixed electrochemical potential. The site density is $10^{21}$ cm⁻³, $a=0.2$ nm and $\nu_0=10^{13}$ s⁻¹. Site energies are Gaussian with width 0.08 eV, $\mu$ lies 0.20 eV below their centre, and $T=300$ K, so $kT=0.02585$ eV and $g_0=6.20\times10^{-5}$ S.

Of 199,439 bonds, the 683rd to be inserted joined source and drain. The critical bond is 0.661 nm long and joins sites at 0.0628 and −0.1006 eV, which are 0.2628 and 0.0994 eV above $\mu$. Its exponent is

$$\frac{2(0.661)}{0.2}+\frac{0.2628}{0.02585}=6.61+10.17=16.78 .$$

The factor $1+e^{-0.0994/0.02585}=1.021$ in the denominator of $1-f_j$ adds 0.02. This gives $\ln(g_0/g_c)=16.80$ and $g_c=3.14\times10^{-12}$ S. The safe cutoff is $R=0.1\times16.80=1.68$ nm, within which a site in the bulk has about 20 neighbours on average.

The tree path has 26 bonds. The bounds are $9.7\times10^{-13}$ and $1.18\times10^{-10}$ S, and the full solution is $G=1.04\times10^{-11}$ S, or $3.3\,g_c$. An ordinary solve agreed to a relative $10^{-5}$ here; this network is milder than the two-node case.

The critical bond is not a bottleneck for the whole current. It takes 17% of the voltage and, since $g_c(0.175)/G=0.053$, carries 5% of the current. Its share of the power is 0.9%. Keeping only bonds with $g\ge g_c$ gives 11% of $G$; extending the limit down to $g_ce^{-1}$, $g_ce^{-3}$ and $g_ce^{-5}$ gives 55%, 86% and 97%. Bonds somewhat weaker than critical thus supply most of the conductance by opening parallel routes.

Over eight samples $\ln(G/g_c)$ has mean 0.74 and standard deviation 0.49. The scatter of $\ln g_c$ is 0.57, twice the 0.28 of $\ln G$.

On the first sample, with $\mu$ fixed, the apparent activation energy between 250 and 350 K is 0.167 eV from $g_c$ but 0.127 eV from $G$. The bond that is critical at 300 K would by itself give about 0.24 eV, which is its 0.263 eV less roughly $kT$ from the factor $1/T$ in $g_{ij}$, so it cannot be critical over the whole range. The insertion must be repeated at each temperature, and the slope of $g_c$ in one small sample can differ noticeably from that of $G$, as it does here.

## Comparison with real films and limits of the model

The parameters are rough typical values for disordered organic semiconductors, with the site density at the high end. The film is much thinner than the roughly 100 nm of many device layers. The conductivity is

$$\sigma=\frac{G\times8\ \text{nm}}{64\ \text{nm}^2}=1.3\times10^{-5}\ \text{S/cm}.$$

The Gaussian site distribution gives a mean filling of 0.016 per site, or $1.6\times10^{19}$ carriers per cm³. This is high for an undoped layer and closer to a doped one. The mobility is $\sigma/(en)=5\times10^{-6}$ cm²/Vs, a plausible order of magnitude for a poorly conducting disordered polymer. Both values belong to this one sample, which lies above the average. Other samples of the same size average about $7.5\times10^{-6}$ S/cm, and films up to 24 nm thick or 20 nm wide give about $8.5\times10^{-6}$ S/cm, some 35% lower, or a mobility near $3\times10^{-6}$ cm²/Vs. The assumption most clearly broken is that carriers do not interact. At their mean distance of 4.0 nm and a relative permittivity of 3.5, the Coulomb energy is 0.10 eV, which exceeds both $kT$ and the energy width. If all of it were added to the activation energy, $G$ would fall by a factor of about 50. That is a scale for the uncertainty, not a prediction.

Polaronic hopping can be treated within the same scheme. Marcus rates replace the activation term by $(\lambda+\Delta)^2/4\lambda kT$, with $\Delta=E_j-E_i$ and reorganisation energy $\lambda$. Since $(\lambda+\Delta)^2/4\lambda-\max(0,\Delta)=(\lambda-|\Delta|)^2/4\lambda$ for either sign of $\Delta$, each conductance is multiplied by

$$\exp\!\left[-\frac{(\lambda-|\Delta|)^2}{4\lambda kT}\right].$$

For $\lambda=0.3$ eV and the same $\nu_0$, $G$ falls to 0.13 and $g_c$ to 0.27 of its former value. The original critical bond, with $|\Delta|=0.163$ eV, would keep a factor 0.55, so a different bond has become critical.

Spin doubles the ratio $f/(1-f)$, which is equivalent to raising $\mu$ by $kT\ln2$; at fixed $\mu$ this multiplies $G$ by 1.9. The carrier density rises by a factor 1.6 at the same time, so the mobility changes by only a factor 1.2. Correlations between occupations matter little in the eight-site cluster: its many-particle conductance is 0.999 of the mean-field value at this $\mu$, and 0.993 with $\mu$ at the centre of the energies. Direct tunnelling between the contact faces has exponent 80, against 16.8 for the critical bond.

Finite bias is more serious. A bias of 0.15 V would put $kT/e$ on the critical bond if the linear voltage shares still held, but this is no safe limit. In the eight-site cluster the current is 0.78 of $GV$ at 0.083 MV/cm and 0.36 at 0.33 MV/cm for one polarity, but 1.14 at the first field for the other, because the cluster is not mirror-symmetric. The first field corresponds to 0.067 V across the 8 nm film. There the mean-field current, with a linear electrostatic profile, is 0.93 of $GV$ for the polarity that gives 1.14 in the cluster. The error of the linear result thus varies in size and sign from network to network. Where deviations of this size matter, the nonlinear rate equations should be solved instead.

Most of the values quoted here appear with more digits in the numerical output below.

## Computed results

```
a = 0.2 nm, nu0 = 1e+13 1/s, site density = 1e+21 cm^-3
energy width = 0.08 eV, mu = -0.2 eV, T = 300 K, kT = 0.02585 eV
film 8 nm thick, 8 nm wide, contact slabs 1 nm
sites = 640, free sites = 497, bonds = 199439
bonds inserted until connection = 683
conductance unit e^2 nu0/kT = 6.1975e-05 S
critical conductance g_c = 3.1353e-12 S, ln(unit/g_c) = 16.800
critical bond length = 0.661 nm
critical bond energies = 0.0628, -0.1006 eV
bonds on tree path = 26
lower bound = 9.7319e-13 S, upper bound = 1.1783e-10 S
Kirchhoff G = 1.0386e-11 S, G/g_c = 3.313
critical bond: voltage share = 0.1746, power share = 0.0092
G with bonds g >= g_c exp(-0) only, over full G = 0.1087
G with bonds g >= g_c exp(-1) only, over full G = 0.5511
G with bonds g >= g_c exp(-2) only, over full G = 0.7545
G with bonds g >= g_c exp(-3) only, over full G = 0.8635
G with bonds g >= g_c exp(-5) only, over full G = 0.9652
filling = 0.01587 per site, carriers = 1.587e+19 cm^-3
conductivity = 1.298e-05 S/cm, mobility = 5.107e-06 cm2/Vs
8 samples: mean ln(g_c/S) = -26.503, std = 0.565
8 samples: mean ln(G/S) = -25.769, std = 0.283
8 samples: mean ln(G/g_c) = 0.735, std = 0.487
T = 200 K: g_c = 5.587e-13 S, G = 9.981e-13 S, G/g_c = 1.786
T = 250 K: g_c = 1.237e-12 S, G = 3.966e-12 S, G/g_c = 3.207
T = 300 K: g_c = 3.135e-12 S, G = 1.039e-11 S, G/g_c = 3.313
T = 350 K: g_c = 1.131e-11 S, G = 2.127e-11 S, G/g_c = 1.882
activation energy 250-350 K: from g_c 0.1669 eV, from G 0.1267 eV
small fixed network, spread factor 1: G/g_c = 1.45400
small fixed network, spread factor 2: G/g_c = 0.88803
small fixed network, spread factor 4: G/g_c = 0.79045
small fixed network, spread factor 8: G/g_c = 0.88102
small fixed network, spread factor 32: G/g_c = 0.99956
small fixed network, spread factor 1024: G/g_c = 1.00000
4 nm film, width 4 nm: mean ln(g_c/S) = -27.193, ln(G/g_c) = 0.516
4 nm film, width 8 nm: mean ln(g_c/S) = -25.869, ln(G/g_c) = 0.898
4 nm film, width 12 nm: mean ln(g_c/S) = -25.288, ln(G/g_c) = 1.260
two-node test: ordinary solve / true = 1.351
star-mesh error against 300 digits = 1.6e-15
Marcus rates, lambda = 0.3 eV: g_c ratio = 0.2659, G ratio = 0.1348
spin degeneracy: G ratio = 1.894
carrier distance = 3.98 nm, Coulomb energy = 0.103 eV (eps_r 3.5)
bias putting kT/e on the critical bond = 0.1481 V
8-site cluster at 0.025 V over 3 nm (0.083 MV/cm): I/(G V) = 0.776
8-site cluster at 0.1 V over 3 nm (0.333 MV/cm): I/(G V) = 0.363
exact many-particle G / mean field: mu = -0.2 eV: 0.9988, mu = 0: 0.9934
direct contact-to-contact tunnelling exponent = 80.0
```
